# A contraction bound for diffuse re-emission in a trench: a program that tests the result

```python
"""Contraction bound for diffuse molecular re-emission in a long trench.

Result under test: the arrival flux G (in units of the flux G0 entering the
opening) obeys G = b + K G, K_ij = F_ij (1 - s_j), b_i = F_i,open.
The iteration G <- b + K G contracts in the maximum norm by at most
    q = (1 - s_min) * B(a),   B(a) = (1 + a / sqrt(1 + a^2)) / 2,
for every mesh with exact strip-averaged view factors F_ij.
Symbols: a = depth/width, s = sticking probability, F_ij = fraction of the
diffuse emission of strip i that lands on strip j, rho = spectral radius of K.
Lengths are in micrometres; molecules fly without gas-phase collisions.
"""
import numpy as np
from scipy.integrate import quad


def trench_points(width, depth, n_wall, n_floor):
    """Corners of all strips, counterclockwise; the last strip is the opening."""
    down = -np.linspace(0, depth, n_wall + 1)
    across = np.linspace(0, width, n_floor + 1)[:-1]
    left = np.column_stack([np.zeros(n_wall), down[:-1]])
    floor = np.column_stack([across, np.full(n_floor, -depth)])
    right = np.column_stack([np.full(n_wall + 1, width), down[::-1]])
    return np.vstack([left, floor, right, [[0.0, 0.0]]])


def view_factors(points):
    """Crossed-strings factors for all strips of a convex closed section."""
    d = np.linalg.norm(points[:, None] - points[None], axis=2)
    lengths = np.linalg.norm(np.diff(points, axis=0), axis=1)
    strings = d[:-1, :-1] + d[1:, 1:] - d[1:, :-1] - d[:-1, 1:]
    np.fill_diagonal(strings, 0.0)
    return np.maximum(strings, 0.0) / (2 * lengths[:, None]), lengths


def planar_kernel(p, normal_p, r, normal_r):
    sep = r - p
    dist = np.linalg.norm(sep, axis=-1)
    return (sep @ normal_p) * (-(sep @ normal_r)) / (2 * dist**3)


def inward_normal(points, i):
    t = points[i + 1] - points[i]
    return np.array([-t[1], t[0]]) / np.linalg.norm(t)


def quadrature_factor(points, i, j, order=40):
    """View factor from its definition as a double integral."""
    x, w = np.polynomial.legendre.leggauss(order)
    x, w = (x + 1) / 2, w / 2
    p = points[i] + x[:, None] * (points[i + 1] - points[i])
    r = points[j] + x[:, None] * (points[j + 1] - points[j])
    n_i, n_j = inward_normal(points, i), inward_normal(points, j)
    inner = np.array([w @ planar_kernel(point, n_i, r, n_j) for point in p])
    return (w @ inner) * np.linalg.norm(points[j + 1] - points[j])


def norm_limit(a):
    return 0.5 * (1 + a / np.sqrt(1 + a * a))


def max_norm(matrix):
    return np.abs(matrix).sum(axis=1).max()


def spectral_radius(matrix):
    return np.abs(np.linalg.eigvals(matrix)).max()


def iterate(matrix, source, exact, start, tol, limit=40000):
    """Fixed-point iteration; returns errors and successive differences."""
    flux, errors, changes = start.copy(), [np.abs(start - exact).max()], []
    while errors[-1] > tol and len(errors) <= limit:
        new = source + matrix @ flux
        changes.append(np.abs(new - flux).max())
        flux = new
        errors.append(np.abs(flux - exact).max())
    assert errors[-1] <= tol
    return np.array(errors), np.array(changes)


def monte_carlo(width, depth, stick, number, rng):
    """Trace molecules; return arrivals by reflection number and on the floor."""
    x, y = rng.random(number) * width, np.zeros(number)
    normal = np.tile([0.0, -1.0], (number, 1))
    by_reflection, floor_hits = [], 0
    while x.size:
        cos2 = rng.random(x.size)
        along = np.sqrt(1 - cos2) * np.cos(2 * np.pi * rng.random(x.size))
        up = np.sqrt(cos2)
        vx = up * normal[:, 0] - along * normal[:, 1]
        vy = up * normal[:, 1] + along * normal[:, 0]
        with np.errstate(divide="ignore", invalid="ignore"):
            tx = np.where(vx > 0, (width - x) / vx, -x / vx)
            ty = np.where(vy > 0, -y / vy, (-depth - y) / vy)
        side = tx < ty
        escaped = ~side & (vy > 0)
        on_floor = ~side & (vy < 0)
        x_new = np.where(side, np.where(vx > 0, width, 0.0), x + vx * ty)
        y_new = np.where(side, y + vy * tx, -depth)
        by_reflection.append(np.count_nonzero(~escaped))
        floor_hits += np.count_nonzero(on_floor)
        keep = ~escaped & (rng.random(x.size) >= stick)
        nx = np.where(side, np.where(vx > 0, -1.0, 1.0), 0.0)
        ny = np.where(side, 0.0, 1.0)
        x, y = x_new[keep], y_new[keep]
        normal = np.column_stack([nx, ny])[keep]
    return np.array(by_reflection) / number, floor_hits / number


# Worked trench
width, depth, stick = 0.5, 2.5, 0.1
n_wall, n_floor, tol = 40, 10, 1e-6
aspect = depth / width
points = trench_points(width, depth, n_wall, n_floor)
F_all, L_all = view_factors(points)
F, L, b = F_all[:-1, :-1], L_all[:-1], F_all[:-1, -1]
n = len(L)

# Integrating the three-dimensional cosine law along the trench
sep = np.array([0.3, -0.7])
n1, n2 = np.array([1.0, 0.0]), np.array([0.0, 1.0])
line = quad(lambda z: (sep @ n1) * (-(sep @ n2))
            / (np.pi * (sep @ sep + z * z)**2), -np.inf, np.inf)[0]
assert abs(line - planar_kernel(np.zeros(2), n1, sep, n2)) < 1e-8

# View factors, opening factors, closure and reciprocity
for i, j in [(5, 70), (20, 45), (39, 52), (44, 60)]:
    assert abs(F[i, j] - quadrature_factor(points, i, j)) < 1e-9
for i in (10, 39, 40, 45, 60):
    open_view = quadrature_factor(points, i, n)
    assert abs(b[i] - open_view) < 1e-9
    assert abs(F[i].sum() + open_view - 1) < 1e-9
assert np.allclose(L[:, None] * F, (L[:, None] * F).T, atol=1e-13)

# Worst view of the opening: scan of wall and floor points by quadrature
gx, gw = np.polynomial.legendre.leggauss(80)
gx, gw = (gx + 1) / 2, gw / 2
mouth = np.column_stack([gx, np.zeros_like(gx)])
for a in (0.5, 1.0, 5.0, 20.0):
    wall_view = [gw @ planar_kernel(np.array([0.0, -z]), n1, mouth, -n2)
                 for z in np.linspace(0.1, 1, 60) * a]
    floor_view = [gw @ planar_kernel(np.array([x, -a]), n2, mouth, -n2)
                  for x in np.linspace(0, 1, 61)]
    assert np.argmin(wall_view) == 59
    assert np.argmin(floor_view) in (0, 60)
    assert min(floor_view) > min(wall_view)
    assert abs(min(wall_view) - (1 - norm_limit(a))) < 1e-9

# Contraction, error bounds and spectral radius in the worked trench
K = (1 - stick) * F
q = (1 - stick) * norm_limit(aspect)
exact = np.linalg.solve(np.eye(n) - K, b)
rho = spectral_radius(K)
assert max_norm(K) <= q < 1 and 0 < exact.min() and exact.max() <= 1
errors, changes = iterate(K, b, exact, np.zeros(n), 1e-10)
rng = np.random.default_rng(7)
errors_random, _ = iterate(K, b, exact, 5 * rng.random(n), 1e-10)
for e in (errors, errors_random):
    assert np.all(e[1:] <= q * e[:-1] + 1e-14)
posterior = q / (1 - q) * changes
assert np.all(errors[1:] <= posterior + 1e-14)
last_ratio = errors[-1] / errors[-2]
assert abs(last_ratio - rho) < 1e-3
root = np.sqrt(L)
weighted_norm = np.linalg.norm(root[:, None] * K / root[None], 2)
assert abs(weighted_norm - rho) < 1e-10
flux = np.zeros(n)
for _ in range(60):
    new = b + K @ flux
    assert np.all(new >= flux - 1e-14)
    flux = new

# Nonuniform sticking
for _ in range(20):
    s_profile = 0.02 + 0.9 * rng.random(n)
    bound = (1 - s_profile.min()) * norm_limit(aspect)
    assert max_norm(F * (1 - s_profile)) <= bound

# Zero sticking in the open trench gives uniform flux
assert np.allclose(np.linalg.solve(np.eye(n) - F, b), 1, atol=1e-10)

# Independent particle tracing
number = 400000
mc_orders, mc_floor = monte_carlo(width, depth, stick, number, rng)
floor_flux = exact[n_wall:n_wall + n_floor].mean()
mc_floor_flux = mc_floor
assert abs(mc_floor_flux / floor_flux - 1) < 0.025
term, orders = b.copy(), []
for k in range(6):
    orders.append(L @ term / width)
    assert abs(orders[-1] - mc_orders[k]) < 0.005
    term = K @ term

# Sealed cavity: the opening becomes one more reflecting strip
sealed_norm = max_norm((1 - stick) * F_all)
sealed_rho = spectral_radius((1 - stick) * F_all)
assert abs(sealed_norm - (1 - stick)) < 1e-12
assert abs(sealed_rho - (1 - stick)) < 1e-10
source, flux = F_all[:, -1], np.zeros(n + 1)
for _ in range(3000):
    old, flux = flux, source + F_all @ flux
growth = flux - old
assert np.allclose(growth, L_all[-1] / L_all.sum(), atol=1e-8)
s_floor = np.zeros(n + 1)
s_floor[n_wall:n_wall + n_floor] = stick
K_part = F_all * (1 - s_floor)
part_norm, part_rho = max_norm(K_part), spectral_radius(K_part)
assert abs(part_norm - 1) < 1e-12 and part_rho < 1 - 1e-4

# Midpoint view factors need not conserve molecules
mid = (points[1:-1] + points[:-2]) / 2
F_mid = np.zeros((n, n))
for i in range(n):
    for j in range(n):
        if i != j:
            F_mid[i, j] = L[j] * planar_kernel(
                mid[i], inward_normal(points, i),
                mid[j], inward_normal(points, j))
mid_norm = max_norm(F_mid)
assert mid_norm > 1 > max_norm(F)

print(f"width {width} um, depth {depth} um, aspect ratio {aspect:.1f}")
print(f"sticking {stick}, strips: {n_wall} per wall, {n_floor} on floor")
print(f"B(a) = {norm_limit(aspect):.6f}, bound q = {q:.6f}")
print(f"max norm of K on this mesh = {max_norm(K):.6f}")
print(f"spectral radius rho = {rho:.6f}, last error ratio {last_ratio:.6f}")
print(f"lower bound on rho = {(1-stick)*2*aspect/(1+2*aspect):.6f}")
print("Arrival flux / G0 (strip averages):")
for name, i in [("wall top", 0), ("wall middle", n_wall // 2),
                ("wall foot", n_wall - 1),
                ("floor centre", n_wall + n_floor // 2)]:
    print(f"  {name}, centre depth {-mid[i, 1]:.4f} um: {exact[i]:.5f}")
print(f"floor mean flux / G0: radiosity {floor_flux:.5f}, "
      f"Monte Carlo {mc_floor_flux:.5f} ({number} molecules)")
print("Wall arrivals per entering molecule, by earlier reflections:")
for k in range(4):
    print(f"  {k}: radiosity {orders[k]:.5f}, Monte Carlo {mc_orders[k]:.5f}")
print("Zero start: k, error/G0, q^k bound, a posteriori bound")
for k in (1, 10, 20, 40, 80):
    if k < len(errors):
        print(f"  {k:3d} {errors[k]:.3e} {q**k:.3e} {posterior[k-1]:.3e}")
print(f"iterations for error {tol:.0e} G0: actual "
      f"{np.argmax(errors <= tol)}, by q {int(np.ceil(np.log(tol)/np.log(q)))}"
      f", by 1-s alone {int(np.ceil(np.log(tol)/np.log(1-stick)))}")

print("Mesh study, a = 5, s = 0: strips, max norm, B(a) - max norm")
gaps = []
for m in (4, 8, 16, 32):
    F_m = view_factors(trench_points(1.0, 5.0, 5 * m, m))[0][:-1, :-1]
    gaps.append(norm_limit(5.0) - max_norm(F_m))
    print(f"  {len(F_m):3d} {max_norm(F_m):.6f} {gaps[-1]:.2e}")
assert min(gaps) > 0 and np.all(np.diff(gaps) < 0) and gaps[-1] < 1e-3

print("a, s, lower bound, rho, q, iterations actual / by q (1e-6 G0)")
for a in (1, 5, 20):
    F_a = view_factors(trench_points(1.0, float(a), 8 * a, 8))[0]
    inner, entry = F_a[:-1, :-1], F_a[:-1, -1]
    top = spectral_radius(inner)
    for s in (0.0, 0.01, 0.1):
        K_a, q_a = (1 - s) * inner, (1 - s) * norm_limit(a)
        low, rho_a = (1 - s) * 2 * a / (1 + 2 * a), (1 - s) * top
        assert low <= rho_a + 1e-12 and rho_a <= q_a < 1
        answer = np.linalg.solve(np.eye(len(K_a)) - K_a, entry)
        e, _ = iterate(K_a, entry, answer, np.zeros(len(K_a)), tol)
        needed = int(np.ceil(np.log(tol) / np.log(q_a)))
        assert len(e) - 1 <= needed
        print(f"  {a:2d} {s:.2f} {low:.5f} {rho_a:.5f} {q_a:.5f} "
              f"{len(e)-1} / {needed}")

print(f"sealed, uniform s = {stick}: norm {sealed_norm:.6f}, "
      f"rho {sealed_rho:.6f}")
print(f"sealed, s = 0: flux growth per iteration {growth.mean():.6f} G0")
print(f"sealed, only floor sticks (s = {stick}): norm {part_norm:.6f}, "
      f"rho {part_rho:.6f}")
print(f"midpoint view factors, open trench, s = 0: max norm {mid_norm:.6f}")
print("OK")
```

Running it gives:

```
width 0.5 um, depth 2.5 um, aspect ratio 5.0
sticking 0.1, strips: 40 per wall, 10 on floor
B(a) = 0.990290, bound q = 0.891261
max norm of K on this mesh = 0.891044
spectral radius rho = 0.843636, last error ratio 0.843637
lower bound on rho = 0.818182
Arrival flux / G0 (strip averages):
  wall top, centre depth 0.0312 um: 0.76222
  wall middle, centre depth 1.2812 um: 0.38431
  wall foot, centre depth 2.4688 um: 0.32915
  floor centre, centre depth 2.5000 um: 0.38219
floor mean flux / G0: radiosity 0.38160, Monte Carlo 0.38042 (400000 molecules)
Wall arrivals per entering molecule, by earlier reflections:
  0: radiosity 1.00000, Monte Carlo 1.00000
  1: radiosity 0.69867, Monte Carlo 0.69896
  2: radiosity 0.53814, Monte Carlo 0.53831
  3: radiosity 0.42932, Monte Carlo 0.42921
Zero start: k, error/G0, q^k bound, a posteriori bound
    1 4.145e-01 8.913e-01 3.843e+00
   10 8.548e-02 3.163e-01 1.249e-01
   20 1.588e-02 1.000e-01 2.408e-02
   40 5.299e-04 1.000e-02 8.050e-04
   80 5.894e-07 1.001e-04 8.954e-07
iterations for error 1e-06 G0: actual 77, by q 121, by 1-s alone 132
Mesh study, a = 5, s = 0: strips, max norm, B(a) - max norm
   44 0.989795 4.95e-04
   88 0.990049 2.42e-04
  176 0.990171 1.19e-04
  352 0.990231 5.93e-05
a, s, lower bound, rho, q, iterations actual / by q (1e-6 G0)
   1 0.00 0.66667 0.68162 0.85355 37 / 88
   1 0.01 0.66000 0.67480 0.84502 36 / 83
   1 0.10 0.60000 0.61346 0.76820 29 / 53
   5 0.00 0.90909 0.93737 0.99029 217 / 1416
   5 0.01 0.90000 0.92800 0.98039 186 / 698
   5 0.10 0.81818 0.84364 0.89126 77 / 121
  20 0.00 0.97561 0.99174 0.99938 1690 / 22140
  20 0.01 0.96585 0.98183 0.98938 721 / 1295
  20 0.10 0.87805 0.89257 0.89944 101 / 131
sealed, uniform s = 0.1: norm 0.900000, rho 0.900000
sealed, s = 0: flux growth per iteration 0.083333 G0
sealed, only floor sticks (s = 0.1): norm 1.000000, rho 0.991860
midpoint view factors, open trench, s = 0: max norm 1.050915
OK
```
